# The quotient F'(s)/s at density extrema: B88, PBE and RPBE: a numerical check

```python
"""
Result under test: for GGA exchange, e(n, sigma) = -A n^(4/3) F(s), the quotient
Q = F'(s)/s has the finite limit F''(0) = 2 mu where the density is stationary,
and there the potential is
    v = -(4/3) A n^(1/3) + 2 A c mu n^(-4/3) laplacian(n).
Symbols (Hartree atomic units, spin-unpolarized):
  n density, sigma = |grad n|^2, t = sigma/n^(8/3), s^2 = c t,
  x^2 = 2^(2/3) t (variable of B88), v = s for PBE and RPBE, v = x for B88,
  F = 1 + f1 t + f2 t^2 + f3 t^3 + ... (series in sigma).
"""
import math
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from pyscf.dft import libxc

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
A = 0.75 * (3 / math.pi) ** (1 / 3)
C = 2 ** (1 / 3) * A
c = 1 / (4 * (3 * math.pi ** 2) ** (2 / 3))
MU, KAPPA, BETA = 0.2195149727645171, 0.804, 0.0042
PARAMS = (MU, KAPPA, BETA, C)
NAMES = ("B88", "PBE", "RPBE")
SCALE = {"B88": 2 ** (2 / 3), "PBE": c, "RPBE": c}      # v^2 = SCALE * t

# Definitions of the enhancement factors, and hand-derived series in v^2
v, m, k, b, C_ = sp.symbols("v m k b C", positive=True)
F_SYM = {
    "B88": 1 + b / C_ * v**2 / (1 + 6 * b * v * sp.asinh(v)),
    "PBE": 1 + k - k / (1 + m * v**2 / k),
    "RPBE": 1 + k * (1 - sp.exp(-m * v**2 / k)),
}
HAND = {
    "B88": (b / C_, -6 * b**2 / C_, b**2 * (1 + 36 * b) / C_),
    "PBE": (m, -m**2 / k, m**3 / k**2),
    "RPBE": (m, -m**2 / (2 * k), m**3 / (6 * k**2)),
}
ARGS = (v, m, k, b, C_)
F_NUM = {q: sp.lambdify(ARGS, F_SYM[q], "numpy") for q in NAMES}
DF_NUM = {q: sp.lambdify(ARGS, sp.diff(F_SYM[q], v), "numpy") for q in NAMES}


def slope_t(name, t):
    """Closed form of dF/dt with the division by s cancelled by hand."""
    u = SCALE[name] * t
    if name == "PBE":
        g = MU / (1 + MU * u / KAPPA) ** 2
    elif name == "RPBE":
        g = MU * np.exp(-MU * u / KAPPA)
    else:
        x = np.sqrt(u)
        xa = x * np.arcsinh(x)
        g = BETA / C * (1 + 3 * BETA * (xa - u / np.sqrt(1 + u)))
        g = g / (1 + 6 * BETA * xa) ** 2
    return SCALE[name] * g


def energy_density(name, n, sigma):
    arg = np.sqrt(SCALE[name] * sigma) / n ** (4 / 3)
    return -A * n ** (4 / 3) * F_NUM[name](arg, *PARAMS)


# Series coefficients: symbolic expansion against the hand-derived ones
coef = {}
for name in NAMES:
    expansion = sp.expand(sp.series(F_SYM[name], v, 0, 8).removeO())
    for j, hand in enumerate(HAND[name], start=1):
        assert sp.simplify(expansion.coeff(v, 2 * j) - hand) == 0
        assert sp.simplify(expansion.coeff(v, 2 * j - 1)) == 0
    values = {m: MU, k: KAPPA, b: BETA, C_: C}
    coef[name] = [float(h.subs(values)) * SCALE[name] ** j
                  for j, h in enumerate(HAND[name], start=1)]
mu_eff = {name: coef[name][0] / c for name in NAMES}
mu_b88_formula = 4 * (6 * math.pi ** 2) ** (2 / 3) * BETA / C
assert abs(mu_eff["B88"] - mu_b88_formula) < 1e-12


def slope_series(name, t):
    f1, f2, f3 = coef[name]
    return f1 + 2 * f2 * t + 3 * f3 * t * t


# Closed slopes against symbolic derivatives and against libxc
for name in NAMES:
    for s in (1e-6, 0.02, 0.3, 2.0):
        t = s * s / c
        arg = math.sqrt(SCALE[name] * t)
        quotient = SCALE[name] / c * DF_NUM[name](arg, *PARAMS) / arg
        assert abs(quotient / (2 * slope_t(name, t) / c) - 1) < 1e-9
    with np.errstate(all="ignore"):
        zero = np.float64(0.0)
        assert np.isnan(DF_NUM[name](zero, *PARAMS) / zero)
    dens = np.array([0.15, 0.05, 0.10, 0.10])
    grad = np.array([1e-5, 1e-4, 0.05, 0.30])
    rho = np.array([dens, grad, 0 * grad, 0 * grad])
    exc, vxc = libxc.eval_xc("GGA_X_" + name, rho, spin=0, deriv=1)[:2]
    e_sigma = -A * dens ** (-4 / 3) * slope_t(name, grad**2 / dens ** (8 / 3))
    assert np.allclose(dens * exc, energy_density(name, dens, grad**2),
                       rtol=1e-7, atol=0)
    assert np.allclose(vxc[1], e_sigma, rtol=1e-6, atol=0)

# The first omitted term of the slope series is of order s^6
for name, s in (("B88", 0.01), ("PBE", 0.05), ("RPBE", 0.05)):
    err = [slope_series(name, w * w / c) - slope_t(name, w * w / c)
           for w in (s, 2 * s)]
    assert abs(err[1] / err[0] / 64 - 1) < 0.05

# Model density on a periodic grid, differentiated spectrally
N0, AMP, QW, NGRID = 0.1, 0.5, 1.0, 256
length = 2 * math.pi / QW
h = length / NGRID
z = h * np.arange(NGRID)
density = N0 * (1 + AMP * np.cos(QW * z))
wave = 2 * math.pi * np.fft.fftfreq(NGRID, d=h)
wave[NGRID // 2] = 0.0


def ddz(f):
    return np.fft.ifft(1j * wave * np.fft.fft(f)).real


def total_energy(name, n):
    return h * np.sum(energy_density(name, n, ddz(n) ** 2))


def potential_from_energy(name, i):
    """Functional derivative: change the density at one grid point only."""
    def central(step):
        bump = np.zeros(NGRID)
        bump[i] = step
        return (total_energy(name, density + bump)
                - total_energy(name, density - bump)) / (2 * step * h)
    return (4 * central(0.5e-5) - central(1e-5)) / 3


def potential_flux_zeroed(name):
    """Flux form, with the sigma-derivative set to 0 at the extrema."""
    gradient = ddz(density)
    t = gradient**2 / density ** (8 / 3)
    g = slope_t(name, t)
    F = F_NUM[name](np.sqrt(SCALE[name] * t), *PARAMS)
    e_n = -4 / 3 * A * density ** (1 / 3) * (F - 2 * t * g)
    e_sigma = -A * density ** (-4 / 3) * g
    e_sigma[[0, NGRID // 2]] = 0.0
    return e_n - 2 * ddz(e_sigma * gradient)


extrema = (("max", 0, N0 * (1 + AMP), -N0 * AMP * QW**2),
           ("min", NGRID // 2, N0 * (1 - AMP), N0 * AMP * QW**2))
results = []
for label, i, n, lap in extrema:
    v_lda = -4 / 3 * A * n ** (1 / 3)
    for name in NAMES:
        term = 2 * A * c * mu_eff[name] * lap / n ** (4 / 3)
        v_num = potential_from_energy(name, i)
        assert abs(v_num - (v_lda + term)) < 1e-6
        assert abs(v_num - v_lda) > 1e-3      # replacing Q by 0 is wrong
        assert abs(potential_flux_zeroed(name)[i] - v_lda - term) < 1e-6
        results.append((label, name, v_lda, term, v_num))

# B88 series to high order: converges for x < 1, diverges for x > 1
ORDER = 80
den = [1.0] + [6 * BETA * math.comb(2 * j, j) * (-0.25) ** j / (2 * j + 1)
               for j in range(ORDER)]
inv = [1.0]
for j in range(1, ORDER):
    inv.append(-sum(den[i] * inv[j - i] for i in range(1, j + 1)))


def b88_partial_error(x, terms):
    part = 1 + BETA / C * sum(inv[j] * x ** (2 * j + 2) for j in range(terms))
    return abs(part - F_NUM["B88"](x, *PARAMS))


sigma_mid = (N0 * AMP * QW) ** 2
t_mid = sigma_mid / N0 ** (8 / 3)
x_mid = math.sqrt(SCALE["B88"] * t_mid)
assert x_mid > 1
assert b88_partial_error(0.8, ORDER) < 1e-10
err20, err80 = b88_partial_error(x_mid, 20), b88_partial_error(x_mid, ORDER)
assert err80 > 1e3 * err20

# Rounding: quotient with F' taken from central differences of F (PBE)
STEP = 1e-4
rounding = []
for s in (1e-3, 1e-6, 1e-9, 1e-12):
    diff = F_NUM["PBE"](s + STEP, *PARAMS) - F_NUM["PBE"](s - STEP, *PARAMS)
    rounding.append((s, diff / (2 * STEP * s), 2 * slope_t("PBE", s * s / c) / c))
assert abs(rounding[0][1] / rounding[0][2] - 1) < 1e-6
assert abs(rounding[-1][1] / rounding[-1][2] - 1) > 0.5

print(f"A = {A:.6f}, C = {C:.6f}, c = {c:.6f} (dimensionless)")
print(f"PBE/RPBE mu = {MU:.6f}, kappa = {KAPPA}; B88 beta = {BETA}")
print(f"Model: mean n = {N0} bohr^-3, amplitude = {AMP}, q = {QW} bohr^-1")
for name in NAMES:
    f1, f2, f3 = coef[name]
    print(f"{name}: mu = {mu_eff[name]:.6f}, limit Q(0) = {2*mu_eff[name]:.6f}")
    print(f"{name}: f1 = {f1:.6e}, f2 = {f2:.6e}, f3 = {f3:.6e}")
print(f"PBE series converges for s < {math.sqrt(KAPPA / MU):.4f}")
print(f"B88 series converges for x < 1, s < {math.sqrt(c / SCALE['B88']):.4f}")
for label, i, n, lap in extrema:
    print(f"{label}: z = {z[i]:.4f} bohr, n = {n:.3f} bohr^-3, "
          f"laplacian = {lap:.3f} bohr^-5")
for label, name, v_lda, term, v_num in results:
    print(f"{label} {name}: LDA {v_lda:.6f}, gradient term {term:.6f}, "
          f"sum {v_lda + term:.6f} Ha")
    print(f"   from energy {v_num:.6f} Ha; term = {term * HARTREE_EV:.4f} eV")
for place in (0.2, math.pi / (2 * QW)):
    n = N0 * (1 + AMP * math.cos(QW * place))
    sigma = (N0 * AMP * QW * math.sin(QW * place)) ** 2
    t = sigma / n ** (8 / 3)
    print(f"z = {place:.4f} bohr: n = {n:.6f} bohr^-3, sigma = {sigma:.4e} bohr^-8")
    print(f"   t = {t:.6f}, s = {math.sqrt(c*t):.5f}, "
          f"x = {math.sqrt(SCALE['B88']*t):.5f}")
    for name in NAMES:
        q_closed = 2 * slope_t(name, t) / c
        q_series = 2 * slope_series(name, t) / c
        print(f"   {name}: Q closed {q_closed:.8f}, series {q_series:.8f}, "
              f"rel. error {q_series / q_closed - 1:.1e}")
print(f"B88 F error at x = {x_mid:.4f}: 20 terms {err20:.1e}, 80 terms {err80:.1e}")
print(f"B88 F error at x = 0.8: 80 terms {b88_partial_error(0.8, ORDER):.1e}")
print(f"PBE quotient from central differences, step in s = {STEP:.0e}:")
for s, rough, good in rounding:
    print(f"   s = {s:.0e}: differences {rough:.6f}, cancelled form {good:.6f}")
print("ALL CHECKS PASSED")
```

Output:

```
A = 0.738559, C = 0.930526, c = 0.026121 (dimensionless)
PBE/RPBE mu = 0.219515, kappa = 0.804; B88 beta = 0.0042
Model: mean n = 0.1 bohr^-3, amplitude = 0.5, q = 1.0 bohr^-1
B88: mu = 0.274293, limit Q(0) = 0.548586
B88: f1 = 7.164858e-03, f2 = -2.866123e-04, f3 = 8.729331e-05
PBE: mu = 0.219515, limit Q(0) = 0.439030
PBE: f1 = 5.733989e-03, f2 = -4.089381e-05, f3 = 2.916476e-07
RPBE: mu = 0.219515, limit Q(0) = 0.439030
RPBE: f1 = 5.733989e-03, f2 = -2.044691e-05, f3 = 4.860793e-08
PBE series converges for s < 1.9138
B88 series converges for x < 1, s < 0.1283
max: z = 0.0000 bohr, n = 0.150 bohr^-3, laplacian = -0.050 bohr^-5
min: z = 3.1416 bohr, n = 0.050 bohr^-3, laplacian = 0.050 bohr^-5
max B88: LDA -0.523224, gradient term -0.006640, sum -0.529863 Ha
   from energy -0.529863 Ha; term = -0.1807 eV
max PBE: LDA -0.523224, gradient term -0.005314, sum -0.528537 Ha
   from energy -0.528537 Ha; term = -0.1446 eV
max RPBE: LDA -0.523224, gradient term -0.005314, sum -0.528537 Ha
   from energy -0.528537 Ha; term = -0.1446 eV
min B88: LDA -0.362783, gradient term 0.028728, sum -0.334056 Ha
   from energy -0.334056 Ha; term = 0.7817 eV
min PBE: LDA -0.362783, gradient term 0.022991, sum -0.339793 Ha
   from energy -0.339793 Ha; term = 0.6256 eV
min RPBE: LDA -0.362783, gradient term 0.022991, sum -0.339793 Ha
   from energy -0.339793 Ha; term = 0.6256 eV
z = 0.2000 bohr: n = 0.149003 bohr^-3, sigma = 9.8674e-05 bohr^-8
   t = 0.015813, s = 0.02032, x = 0.15843
   B88: Q closed 0.54789713, series 0.54789720, rel. error 1.3e-07
   PBE: Q closed 0.43893094, series 0.43893094, rel. error 5.7e-12
   RPBE: Q closed 0.43898044, series 0.43898044, rel. error 2.4e-13
z = 1.5708 bohr: n = 0.100000 bohr^-3, sigma = 2.5000e-03 bohr^-8
   t = 1.160397, s = 0.17410, x = 1.35721
   B88: Q closed 0.51177441, series 0.52465611, rel. error 2.5e-02
   PBE: Q closed 0.43185256, series 0.43185354, rel. error 2.3e-06
   RPBE: Q closed 0.43541164, series 0.43541168, rel. error 9.5e-08
B88 F error at x = 1.3572: 20 terms 5.6e-02, 80 terms 5.4e+13
B88 F error at x = 0.8: 80 terms 0.0e+00
PBE quotient from central differences, step in s = 1e-04:
   s = 1e-03: differences 0.439030, cancelled form 0.439030
   s = 1e-06: differences 0.439031, cancelled form 0.439030
   s = 1e-09: differences 0.439648, cancelled form 0.439030
   s = 1e-12: differences 0.000000, cancelled form 0.439030
ALL CHECKS PASSED
```
